# Why the stress-thickness slope need not be the new layer's stress

A wafer bends while a film is deposited on it, and after some tens of nanometres the bending stops changing although deposition continues. If the slope of the curvature record is taken as the stress of the material now arriving, the conclusion is that the film has begun to grow free of stress. In the first example below that conclusion is wrong by the whole of the stress in question: every new layer arrives with a compressive stress of 0.40 GPa, while the slope has fallen to less than 0.01 GPa in size. In the second example even the sign is wrong. Growth conditions adjusted on the strength of such a reading would be adjusted for a stress that the new material does not have.

## The belief and its appeal

Let $z$ be the height above the film–substrate interface, $h(t)$ the film thickness and $\sigma(z,t)$ the equibiaxial in-plane stress, positive in tension. Wafer curvature measures the stress-thickness

$$F(t)=\int_0^{h(t)}\sigma(z,t)\,dz ,$$

a force per unit width. The belief is that $dF/dh$ is the stress of the layer being added, just as $F/h$ is the mean stress of the film.

The argument for it is short. If $\sigma$ depended on $z$ alone, the fundamental theorem of calculus would give $dF/dh=\sigma(h)$. Each layer would bring its own contribution to $F$ and leave it there. For a film whose buried layers keep their stress this is right. The hidden premise is that the integrand does not change while the upper limit moves.

## What the curvature measures

Take an elastic substrate of thickness $h_s$ and biaxial modulus $M_s$, and measure $\zeta$ from its midplane towards the film. Let the curvature $\kappa$ be positive when the film side is concave. The film side is then the shorter one, so the in-plane strain is

$$\varepsilon(\zeta)=\varepsilon_0-\kappa\zeta ,$$

and the substrate stress is $M_s(\varepsilon_0-\kappa\zeta)$. No external force or moment acts on the plate. In the force balance the term linear in $\zeta$ integrates to zero over the substrate:

$$M_sh_s\varepsilon_0+F=0 .$$

In the moment balance the constant term integrates to zero, and $\int\zeta^2d\zeta=h_s^3/12$. The film lies at $\zeta=h_s/2+z$, so

$$-\frac{M_sh_s^3}{12}\kappa+\int_0^h\sigma\left(\frac{h_s}{2}+z\right)dz=0 .$$

For $h\ll h_s$ we drop $z$ beside $h_s/2$. The film term becomes $Fh_s/2$, and

$$\kappa=\frac{6F}{M_sh_s^2} .$$

Tension in the film gives positive $\kappa$, as it should. The derivation assumes small deflection, $\kappa a^2/(4h_s)\ll1$ for a wafer of radius $a$. For $F=10$ N/m, $h_s=200$ µm and $M_s=200$ GPa this number is 0.02 at $a=50$ mm but 0.2 at $a=150$ mm, where the curvature already falls a few per cent below the formula.

Two small effects have been neglected. One is the lever arm $z$, a correction of relative order $h/h_s$ unless tensile and compressive layers nearly cancel in $F$. The other is the action of bending on the film itself. At the substrate's film side the strain is

$$\varepsilon_0-\frac{\kappa h_s}{2}=-\frac{F}{M_sh_s}-\frac{3F}{M_sh_s}=-\frac{4F}{M_sh_s} .$$

As $F$ grows, buried layers of biaxial modulus $M_f$ therefore change their stress at the rate $-4(M_f/M_s)\dot F/h_s$. Multiplied by $h$ and compared with $\dot F$, this is a relative effect of $4(M_f/M_s)h/h_s$. So even a purely elastic film does not keep its buried stress perfectly fixed, but on a thick substrate the change is negligible. The relaxation considered next has no such small factor.

A constant surface or interface stress adds a constant to the measured $F$ and leaves the slope alone. I assume this constancy, a laterally uniform film and a steady temperature.

## The missing term

Let the growth rate be $R=dh/dt>0$. In a short time $dt$ the thickness increases by $R\,dt$, and the change of $F$ splits into an old part and a new part:

$$F(t+dt)-F(t)=\int_0^{h}\left[\sigma(z,t+dt)-\sigma(z,t)\right]dz+\int_h^{h+R\,dt}\sigma(z,t+dt)\,dz .$$

To first order in $dt$, the first integral is $dt\int_0^h(\partial\sigma/\partial t)\,dz$. The second covers a slice so thin that its stress may be replaced by the value at the growing surface, which gives $\sigma(h,t)R\,dt$. Dividing by $dt$,

$$\dot F=R\,\sigma(h,t)+\int_0^h\frac{\partial\sigma}{\partial t}\,dz ,$$

and dividing by $R$,

$$\boxed{\frac{dF}{dh}=\sigma(h,t)+\frac1R\int_0^h\frac{\partial\sigma}{\partial t}\,dz .}$$

Here $\sigma(h,t)$ is the stress of material of age zero. The belief holds when the integral vanishes, either because the buried stress is constant or because its changes cancel. A slight rate of change in each layer does not by itself make this term negligible, because the rate is summed over the whole film and divided by $R$. In a thick or slowly grown film the sum can still matter.

## The slope can report the oldest layer

Suppose that $R$ is constant and that the stress of a layer depends on its age alone. The layer at $z$ was deposited at time $z/R$, so its age is $a=t-z/R$ and $\sigma(z,t)=g(a)$. With $dz=-R\,da$, the limits $z=0$ and $z=h$ become $a=t$ and $a=0$; reversing them absorbs the minus sign:

$$F=R\int_0^t g(a)\,da .$$

Hence $\dot F=Rg(t)$, and since $t=h/R$,

$$\frac{dF}{dh}=g(h/R) .$$

The age $h/R$ belongs to the layer at the interface. The slope is the present stress of the oldest layer, whereas the new layer has stress $g(0)$.

The boxed identity gives the same answer. Since $\partial\sigma/\partial t=g'(a)$, its second term is

$$\frac1R\int_0^h g'(t-z/R)\,dz=\int_0^t g'(a)\,da=g(t)-g(0) ,$$

and adding $\sigma(h,t)=g(0)$ leaves $g(t)$.

A picture explains the result. Read the film from its surface downwards. At a slightly later time the same sequence of ages is found again, with one still older slice at the bottom. The two films differ by that slice, and so does their $F$.

## Exponential ageing

Let a layer arrive with stress $\sigma_0$ and tend towards $\sigma_\infty$ with time constant $\tau$:

$$g(a)=\sigma_\infty+(\sigma_0-\sigma_\infty)e^{-a/\tau} .$$

Two mechanisms lead to this form. In a film held at fixed total strain, creep at a strain rate $\sigma/(M_f\tau)$ reduces the elastic strain, so $\dot\sigma=-\sigma/\tau$ and $\sigma_\infty=0$. Alternatively, an elastic film may try to shrink after deposition, by a strain $[(\sigma_\infty-\sigma_0)/M_f](1-e^{-a/\tau})$. The substrate prevents the shrinkage, and the stress rises by $M_f$ times this strain.

Integrating $g$ gives

$$F=R\left[\sigma_\infty t+(\sigma_0-\sigma_\infty)\tau\left(1-e^{-t/\tau}\right)\right] ,$$

or, with $t=h/R$,

$$F=\sigma_\infty h+(\sigma_0-\sigma_\infty)R\tau\left(1-e^{-h/R\tau}\right),$$

$$\frac{dF}{dh}=\sigma_\infty+(\sigma_0-\sigma_\infty)e^{-h/R\tau} .$$

The length $R\tau$ is the thickness deposited during one ageing time. For $h\ll R\tau$, expansion of the exponential gives

$$\frac{dF}{dh}\approx\sigma_0-(\sigma_0-\sigma_\infty)\frac{h}{R\tau} ,$$

so the early slope does read the stress of new material. For $h\gg R\tau$ the slope tends to $\sigma_\infty$, the stress of fully aged material, although the arriving stress has been $\sigma_0$ throughout.

If $\sigma_0<0<\sigma_\infty$, the slope passes through zero when $(\sigma_\infty-\sigma_0)e^{-h/R\tau}=\sigma_\infty$, that is, at

$$h_0=R\tau\ln\frac{\sigma_\infty-\sigma_0}{\sigma_\infty} .$$

There $F$ has its minimum. Nothing happens to the arriving material at this thickness.

## Two films in numbers

The parameters are round model values. Both films grow at $R=0.1$ nm/s to 100 nm, with $\tau=200$ s, so $R\tau=20$ nm. The substrate is 200 µm thick, with $M_s=200$ GPa and $M_f=100$ GPa. Film A arrives at $-0.40$ GPa and creeps towards zero stress. Film B arrives at $-0.30$ GPa and shrinks, which drives its stress towards $+0.20$ GPa.

For the numerical output each film was built slice by slice on an elastic plate. Force and moment balance were solved at every step, including the action of bending on the film, and the slope was read from the curvature alone:

| $h$ (nm) | slope A (GPa) | slope B (GPa) |
|---|---|---|
| 10 | $-0.243$ | $-0.103$ |
| 20 | $-0.147$ | $0.016$ |
| 40 | $-0.054$ | $0.132$ |
| 80 | $-0.007$ | $0.191$ |

The closed formula gives the same values to the digits shown. At 20 nm, for instance, $h/R\tau=1$, and film A should have $-0.40\,e^{-1}=-0.147$ GPa.

At 100 nm the exponential is $e^{-5}=0.0067$. For film A,

$$F=-0.40\times20\times(1-0.0067)=-7.95\ \text{N/m},$$

since 1 GPa nm = 1 N/m. The curvature is

$$\kappa=\frac{6\times(-7.95\ \text{N/m})}{(200\times10^9\ \text{Pa})(2\times10^{-4}\ \text{m})^2}=-0.00596\ \text{m}^{-1} ,$$

and the plate calculation gives the same value. The slope is $-0.003$ GPa, equal within the accuracy of the thin-film relation to the stress of the oldest slice. The newest slice, 0.1 nm thick and half a second old on average, carries $-0.399$ GPa; it has already aged a little. The mean stress $F/h$ is $-0.079$ GPa, a third quantity that equals neither of the other two.

The boxed identity accounts for the small slope:

$$\frac{dF}{dh}=-0.400+0.397=-0.003\ \text{GPa}.$$

New compression is added at almost the same rate as old compression relaxes. The film is in a steady balance; it is not growing free of stress.

For film B,

$$F=0.20\times100-0.50\times20\times(1-0.0067)=10.07\ \text{N/m},$$

against 10.06 N/m from the plate. The slope at 100 nm is $+0.197$ GPa, while the newest slice is at $-0.299$ GPa. The slope changes sign at $h_0=20\ln(0.50/0.20)=18.3$ nm. If the slope is read as the stress of new material, the record would show compressive material up to 18.3 nm and tensile material afterwards. In fact the arriving material is compressive from beginning to end.

## A growth curve does not settle the matter

Could one recognise relaxation from the shape of $F(h)$? At a single constant rate, not from that curve alone. Imagine a film C whose layers never relax, but whose arrival stress varies with thickness as $g(h/R)$. Its slope is $g(h/R)$ because for this film the belief is true. Film A has the same slope because its oldest layer has reached that stress. Both begin at $F=0$, so their whole growth curves coincide in the thin-film limit. In the plate calculation, which keeps the small effects of bending, they differ by less than 0.007 N/m, against a final size of 7.95 N/m.

The stress profiles are nevertheless opposite. Film A is most compressed at its surface, film C at its interface. Curvature weights all depths equally when $h\ll h_s$ and cannot tell which end is which. A slope that changes with thickness may therefore mean that the arriving stress is changing, that buried layers are relaxing, or both.

## Stopping the flux

The two terms of $\dot F$ can be separated by removing one of them. Write $I=\int_0^h(\partial\sigma/\partial t)\,dz$. Just before deposition stops,

$$\dot F_{\rm before}=R\sigma_{\rm new}+I_{\rm before},$$

and just afterwards no material is added, so $\dot F_{\rm after}=I_{\rm after}$. Subtraction gives

$$\frac{\dot F_{\rm before}-\dot F_{\rm after}}{R}=\sigma_{\rm new}+\frac{I_{\rm before}-I_{\rm after}}{R} .$$

If buried layers go on changing at the same rate across the stop, the last term vanishes, and the drop in the time derivative, divided by $R$, gives the stress of new material.

For both ageing films $\dot\sigma=(\sigma_\infty-\sigma)/\tau$ in every layer. Integrated over the film at fixed $h$, this is

$$\dot F_{\rm after}=\frac{\sigma_\infty h-F}{\tau} .$$

For film A, $\dot F_{\rm after}/R=-F/(R\tau)=0.40\,(1-e^{-5})=0.397$ GPa. The jump is therefore $-0.003-0.397=-0.400$ GPa, the arrival stress. For film B, $\dot F_{\rm after}/R=(20-10.06)/20=0.497$ GPa, and the jump is $0.197-0.497=-0.300$ GPa, again the arrival stress and with the right sign.

After the stop, film A's stress-thickness decays as $e^{-(t-t_{\rm stop})/\tau}$. After 200 s a fraction 0.368 remains, which is $e^{-1}$. Film C stays flat, because nothing in it relaxes. The pause thus separates two histories that the growth curve could not.

The method has a condition that must be judged for each material. If the arriving flux itself drives stress changes below the surface, these change when the flux stops, $I_{\rm after}\ne I_{\rm before}$, and the difference enters the result. A change of surface stress or temperature at the stop also adds to the measured signal. In such cases the jump is still a fact about $\dot F$, but it is no longer a clean measure of $\sigma_{\rm new}$.

The two derivatives are also limits taken at the instant of the stop. A measured slope is fitted over a finite window, which must be short compared with the fastest ageing time. Straight-line fits over 50 s on each side of the stop give $-0.354$ GPa for film A instead of $-0.400$ GPa. If half of the arrival stress relaxed with a time constant of 2 s and the rest with 200 s, windows of 10 s would give about $-0.23$ GPa: relaxation faster than the window is largely missed.

## Changing the growth rate

At fixed thickness the age of the oldest layer is $h/R$, so faster growth leaves it less time to relax. If film A is grown at 1 nm/s, $R\tau$ becomes 200 nm, and the slope at 100 nm is

$$-0.40\,e^{-100/200}=-0.243\ \text{GPa},$$

compared with $-0.003$ GPa at 0.1 nm/s. The belief would say that fast deposition makes the arriving material far more compressive. In this model the arrival stress is the same at both rates; what differs is the time available for relaxation.

If the rate varies during growth, the oldest-layer rule no longer holds in general. The material whose age now lies between $a$ and $a+da$ has thickness $R(t-a)\,da$, so the boxed identity becomes

$$\frac{dF}{dh}=g(0)+\int_0^t\frac{R(t-a)}{R(t)}\,g'(a)\,da .$$

For constant $R$ the ratio is one, and the integral is $g(t)-g(0)$ as before. For accelerating growth the ratio is below one at every positive age. If $g'$ has one sign, the buried layers then contribute less, and the slope lies closer to the arrival stress. In a calculated case with film A's ageing law and a rate that rises linearly from 0.10 to 0.16 nm/s in 300 s, the slope at the end is $-0.133$ GPa, while the oldest layer is at $-0.40\,e^{-1.5}=-0.089$ GPa.

The rule can also fail when layers at different heights age at different rates. With constant growth rate, the same oldest-layer stress of $-0.089$ GPa and an ageing time that increases with height as $\tau(1+0.05\,z/\text{nm})$, the calculated slope after 300 s is $-0.189$ GPa. In both cases numerical differentiation of $F$ agrees with the boxed identity. The identity needs no ageing law; the oldest-layer rule was derived for a constant rate and a stress that depends on age alone. It does not need an exponential: for $g=\sigma_0/(1+a/\tau)$ at 300 s, both the slope and the oldest-layer stress are $-0.40/2.5=-0.160$ GPa.

## When the belief is right

A control film D arrives at $-0.40$ GPa and has no relaxation. Its slope at 100 nm is $-0.400$ GPa, as the belief requires. For exponential ageing the reading is also good early in growth, while $h\ll R\tau$ and $|\sigma_\infty-\sigma_0|\,h/(R\tau)\ll|\sigma_0|$, because the buried layers have then changed little compared with the arrival stress.

At the other extreme, relaxation may be finished within a thickness too small for the measurement to resolve. The slope then gives $\sigma_\infty$, and one may choose to call this the stress of the new material, provided that "new" is understood to mean "just relaxed". The difficulty lies between these limits, and in any film where $\sigma_\infty$ is quoted as the stress at arrival.

With surface stress and temperature constant, the slope states how much the total film force changes per unit of added thickness. To turn it into the stress of the added layer, one must know what the layers beneath are doing in the meantime.

## Table of computed values

```
INPUTS
film thickness at stop: 100 nm
growth rate: 0.1 nm/s; ageing time: 200 s
rate times ageing time: 20 nm
substrate thickness: 200 um
biaxial modulus, substrate: 200 GPa
biaxial modulus, film: 100 GPa
A arrival stress -0.40 GPa, aged stress 0 GPa
B arrival stress -0.30 GPa, aged 0.20 GPa
SLOPE dF/dh FROM PLATE CURVATURE (formula), GPa
h=10 nm: A -0.243 (-0.243), B -0.103 (-0.103)
h=20 nm: A -0.147 (-0.147), B 0.016 (0.016)
h=40 nm: A -0.054 (-0.054), B 0.132 (0.132)
h=80 nm: A -0.007 (-0.007), B 0.191 (0.191)
AT THE STOP, h = 100 nm
A F: plate -7.95, formula -7.95 N/m
A curvature: -0.00596 1/m
A mean stress F/h: -0.080 GPa
A slope before stop: -0.0028 GPa
A oldest slice stress: -0.0027 GPa
A newest slice stress: -0.3990 GPa
A (dF/dt)/rate just after stop: 0.3972 GPa
A new-material stress from jump: -0.4000 GPa
B F: plate 10.06, formula 10.07 N/m
B curvature: 0.00755 1/m
B mean stress F/h: 0.101 GPa
B slope before stop: 0.1965 GPa
B oldest slice stress: 0.1965 GPa
B newest slice stress: -0.2988 GPa
B (dF/dt)/rate just after stop: 0.4965 GPa
B new-material stress from jump: -0.3000 GPa
B slope changes sign: plate 18.3 nm, formula 18.33 nm
A fraction of F left 200 s after stop: 0.368
NON-RELAXING FILMS AND FAST GROWTH
largest F difference, A and twin C: 0.0063 N/m
C newest slice stress at stop: -0.0027 GPa
C (dF/dt)/rate after stop, size: 0.0000 GPa
D slope before stop: -0.4000 GPa
A grown at 1 nm/s, slope at 100 nm: -0.2427 GPa
GENERAL IDENTITY AT t = 300 s, GPa
columns: differenced F, identity, oldest layer
constant rate, exponential: -0.0893, -0.0893, -0.0893
constant rate, 1/(1+age/tau): -0.1600, -0.1600, -0.1600
accelerating rate: -0.1335, -0.1335, -0.0893
depth-dependent ageing: -0.1886, -0.1886, -0.0893
```
